# Gated diffusion: when a rarely open gate barely slows the reaction

## Question

A small solute diffuses in water to a spherical metal nanoparticle and reacts there. The solute has two interconverting forms, and one of them, the "open" form, can react. It is open ten percent of the time. When open, it reacts at first contact; when closed, it bounces off.

My reasoning is that one arrival in ten finds the gate open, so the rate must be one tenth of the diffusion-limited rate. The switching speed should not matter, because it leaves the ten percent unchanged. Is this right, and if not, where does the argument fail?

## Answer

The argument is right for slow switching and wrong for fast switching. It counts the first arrival of each solute and forgets that a solute turned away at the surface is still beside it. It can touch again after its gate has opened. If open contact absorbs perfectly, sufficiently fast switching brings the rate up to the full diffusion limit.

### The model

Let the sphere have radius \(R\), and let both forms diffuse with the same constant \(D\), without forces. The gate opens at rate \(a\) and closes at rate \(b\), wherever the solute is. Its equilibrium open fraction is

\[
f=\frac{a}{a+b}.
\]

Let \(p_o(r)\) and \(p_c(r)\) be the steady densities of open and closed solutes, each divided by the total bulk density. Diffusion and switching balance:

\[
D\nabla^2p_o-bp_o+ap_c=0,\qquad
D\nabla^2p_c+bp_o-ap_c=0 .
\]

Far away \(p_o\to f\) and \(p_c\to1-f\). At contact, absorption of the open form requires \(p_o(R)=0\), and reflection of the closed form requires \(p_c'(R)=0\).

**The total density.** Adding the equations cancels the switching terms, so \(s=p_o+p_c\) obeys \(\nabla^2s=0\). With \(s\to1\) far away,

\[
s(r)=1-A\frac Rr .
\]

The inward flux per unit bulk density is the rate constant:

\[
k=4\pi R^2D\,s'(R)=4\pi R^2D\frac AR=k_DA,
\qquad k_D=4\pi RD .
\]

Thus \(A=k/k_D\), where \(k_D\) is the rate constant for a gate that never closes.

**The departure from gate equilibrium.** Define \(w=p_o-fs\). Putting \(p_c=s-p_o\) into the first balance equation gives

\[
D\nabla^2p_o=(a+b)p_o-as=(a+b)(p_o-fs)=(a+b)w .
\]

Since \(\nabla^2s=0\), the left side is also \(D\nabla^2w\). The solution that decays outward is

\[
w=C\frac Rr e^{-\kappa(r-R)},\qquad
\kappa=\sqrt{\frac{a+b}{D}} .
\]

The length \(1/\kappa\) is roughly how far a solute diffuses while its gate relaxes. When \(1/\kappa\ll R\), it is also the depth over which the gate recovers its equilibrium near the surface. For slower gates the factor \(R/r\) matters too, and the departure fades over a distance comparable to \(R\). Let \(x=\kappa R\), the radius divided by the length \(1/\kappa\).

**The contact conditions.** At the surface \(s'(R)=A/R\) and \(w'(R)=-C(1+x)/R\). Because \(p_c=(1-f)s-w\), reflection gives

\[
0=p_c'(R)=\frac{(1-f)A+C(1+x)}R
\quad\Longrightarrow\quad
C=-\frac{(1-f)A}{1+x}.
\]

Absorption gives

\[
0=p_o(R)=f(1-A)-\frac{(1-f)A}{1+x}.
\]

Multiply by \(1+x\) and collect the terms in \(A\):

\[
f(1+x)=A\,[f(1+x)+1-f]=A(1+fx).
\]

Therefore

\[
\boxed{\frac{k}{k_D}=\frac{f(1+x)}{1+fx}},\qquad
1-\frac{k}{k_D}=\frac{1-f}{1+fx}.
\]

For \(x\ll1\) the ratio is close to \(f\), as you argued. At fixed \(f>0\) it tends to one as \(x\to\infty\). The condition for nearly full recovery is \(fx\gg1\), or \(1/\kappa\ll fR\). It is not enough that \(x\gg1\): a gate that is open more rarely must switch faster.

### What the one-in-ten argument leaves out

Let \(h_o(r)\) and \(h_c(r)\) be the probabilities that a solute starting at \(r\), open or closed, is eventually captured. They obey

\[
D\nabla^2h_o+b(h_c-h_o)=0,\qquad
D\nabla^2h_c+a(h_o-h_c)=0,
\]

with \(h_o(R)=1\), \(h_c'(R)=0\), and both zero at infinity.

Form the average \(m=fh_o+(1-f)h_c\). Its switching terms cancel because \(fb=(1-f)a\), so \(m=MR/r\). Subtracting the equations shows that \(d=h_o-h_c\) obeys \(D\nabla^2d=(a+b)d\), so \(d=E(R/r)e^{-\kappa(r-R)}\). Also \(h_c=m-fd\) and \(h_o=m+(1-f)d\). The two contact conditions become

\[
-M+fE(1+x)=0,\qquad M+(1-f)E=1 .
\]

Substituting the first into the second gives \(E(1+fx)=1\). Hence a solute at contact with its gate closed is captured later with probability

\[
h=h_c(R)=M-fE=fE(1+x)-fE=\frac{fx}{1+fx}.
\]

First arrivals occur at the rate \(k_D\) per unit bulk density. The gate does not depend on position and starts in equilibrium, so a fraction \(f\) of first arrivals are open. The rest still have the chance \(h\):

\[
f+(1-f)h=\frac{f+f^2x+fx-f^2x}{1+fx}
=\frac{f(1+x)}{1+fx}=\frac{k}{k_D}.
\]

The one-in-ten argument keeps the first term and drops the second.

### Perfect absorption matters

Suppose open contact has a finite rate constant \(k_a\), so that the flux is \(k_ap_o(R)\). Reflection of the closed form still fixes \(C\) as before, and the flux is still \(k_DA\). Then

\[
k_DA=k_a\left[f(1-A)-\frac{(1-f)A}{1+x}\right].
\]

Dividing by \(fk_aA\) and rearranging gives

\[
\frac{k_D}{k}=\frac1A
=1+\frac{k_D}{fk_a}+\frac{1-f}{f(1+x)} .
\]

The slow and fast limits are

\[
k_{\rm slow}=f\,\frac{k_Dk_a}{k_D+k_a},\qquad
k_{\rm fast}=\frac{fk_ak_D}{k_D+fk_a}.
\]

Fast switching restores \(k_D\) only if \(fk_a\gg k_D\) as well. The full limit therefore needs both \(fx\gg1\) and \(fk_a\gg k_D\). The order in which the two limits are taken does not matter. In the opposite regime, \(k_a\ll k_D\), both limits reduce to \(fk_a\). There the rate is one tenth of the always-open rate at any switching speed, because diffusion keeps the contact density close to its bulk value. But that always-open rate is now \(k_a\), not the diffusion limit \(k_D\).

### Numbers for a nanoparticle

Take \(R=50\) nm, \(D=10^{-5}\) cm²/s \(=1\) nm²/ns, \(f=0.1\) and \(a+b=10^9\) s⁻¹ \(=1\) ns⁻¹ at 298 K. Then

\[
x=50\sqrt{\frac{1}{1}}=50,\qquad
\frac{k}{k_D}=\frac{0.1\times51}{1+5}=0.85 .
\]

The rate is 8.5 times the open-fraction estimate. A closed solute at contact is captured later with probability \(5/6=0.83\), and \(0.1+0.9\times0.83=0.85\). The rate constant falls from \(k_D=628\) nm³/ns (\(3.8\times10^{11}\) M⁻¹ s⁻¹) to 534 nm³/ns (\(3.2\times10^{11}\) M⁻¹ s⁻¹).

With \(R\), \(D\) and \(f\) held fixed, the switching rate alone changes the answer:

| \(a+b\) (s⁻¹) | \(1/\kappa\) (nm) | \(k/k_D\) |
|---|---:|---:|
| \(10^3\) | 1000 | 0.10 |
| \(10^5\) | 100 | 0.14 |
| \(10^7\) | 10 | 0.40 |
| \(10^9\) | 1 | 0.85 |
| \(10^{11}\) | 0.1 | 0.98 |

The last row is a value of the continuum formula, not a safe prediction: its depth is smaller than a rough molecular step of 0.3 nm. Reaching \(k/k_D=0.9\) needs \(x=80\), or \(a+b=2.6\times10^9\) s⁻¹.

Size matters too. Keep \(D\), \(f\) and \(a+b=10^9\) s⁻¹, but shrink the contact radius to 0.5 nm, as for two small molecules. Now \(x=0.5\) and \(k/k_D=0.1\times1.5/1.05=0.14\). If both partners move, the relative diffusion constant is near \(2D\) and the ratio is 0.13. At this size the continuum formula is only a rough guide. The same gate is fast for the nanoparticle and rather slow for the small target, from which a rejected solute escapes more easily.

### How a real electrode differs

The values of \(R\) and \(D\) are roughly typical of a nanoparticle electrode and a small neutral solute in water. The gate is an assumed one. If its rates are written as \((k_BT/h_{\rm P})e^{-E/k_BT}\), with \(h_{\rm P}\) Planck's constant, its opening and closing barriers are 0.284 and 0.227 eV.

Perfect absorption can fail at an electrode. For a surface reaction speed \(v\), \(k_a=4\pi R^2v\), so \(k_a/k_D=vR/D\). I estimate \(v\) as \(v_0\exp[(\eta/2-\eta^2/4\lambda)/k_BT]\), with driving energy \(\eta\), a rough \(v_0=1\) cm/s and a rough reorganization energy \(\lambda=1\) eV. At \(\eta=0.4\) eV, \(k_a/k_D=253\) and

\[
\frac{k_D}{k}=\frac1{0.85}+\frac1{0.1\times253}=1.22,
\qquad \frac{k}{k_D}=0.82 .
\]

This form of \(v\) is for transfer to a single level. Summing over the electronic states of the metal raises \(k_a/k_D\) at 0.4 eV to about 300 and the ratio to 0.83. At \(\eta=0.1\) eV, \(k_a/k_D\) is 3.2 and the ratio drops to about 0.23 if the back reaction of the product is neglected, or 0.22 if it is included for a product with the same \(D\). Even infinitely fast switching would then give 0.24. With these values of \(v_0\) and \(\lambda\), the large recovery found here thus needs strong driving.

The other estimates, for the same sphere and gate unless stated, are these:

- At 0.4 eV, a finite collision speed (63 m/s for a mass of 100 u) and a 0.3 nm jump length \(\ell\), added to \(1/v\) as series resistances (the jump as \(\ell/D\)), lower 0.82 to 0.78. The term \(\ell/D\) is crude and overstates the effect: a random flight with steps of fixed length 0.3 nm and the same \(D\) gives about 0.81.
- If the closed form also reacts at 0.4 eV driving energy, with a barrier 0.2 eV higher, the ratio of 0.82 rises by less than 0.01.
- If the closed form diffuses at \(0.8D\) and absorption is perfect, the rate is 0.88 of \(4\pi R\bar D\), where \(\bar D=0.82D\) is the population average. Relative to the original \(k_D\), it is \(0.88\times0.82=0.72\).
- With perfect absorption, fixed gate barriers and a rough activation energy of 0.18 eV for \(D\), the ratio is 0.81 at 278 K and 0.88 at 323 K. Scaling \(D\) as \(T\) divided by the viscosity of water instead gives 0.82 at 278 K and the same 0.88 at 323 K.
- An insulating plane touching the sphere reduces the ungated rate to 0.69 of its isolated value. I have not calculated the gated ratio in that geometry.

Any change of the switching rates near the metal is also left out.

### If the surface carries the gate

Suppose instead that the whole surface switches, while the solutes do not interact and the bulk density is maintained. Let \(p_o\) now be the density averaged over all gate histories, counted as zero whenever the gate is closed. Let \(p_c\) be the corresponding average counted only when the gate is closed. In units of the bulk density, they tend to \(f\) and \(1-f\) far away. These two weighted averages obey the equations and contact conditions above, so the mean steady flux is the same.

A direct random simulation tested this in a shell from \(R\) to \(4R\), with fixed outer density, \(f=0.3\) and \(x=3\). In units of \(4\pi RD\) times the outer density, the sampled flux and the averaged equations both gave 0.75. An always-open surface gave 1.333, so the open-fraction estimate would have been 0.40.

This equality concerns the mean flux to a surface that survives each reaction. If the first reaction destroys the target, all solutes share one gate history. For randomly placed solutes, survival is an exponential of minus the accumulated flux for that history. Its average over histories is not, in general, the exponential of the average, so the steady rate constant alone does not determine survival.

The numerical output below gives most of these values to more digits.

## Numbers as computed

```
Temperature: 298.15 K; thermal energy: 0.02569 eV
Sphere radius: 50.0 nm; D: 1.0e-05 cm2/s
Open fraction: 0.100; switching rate a+b: 1.00e+09 1/s
Opening rate a: 1.00e+08 1/s
Closing rate b: 9.00e+08 1/s
Opening barrier: 0.284 eV
Closing barrier: 0.227 eV
Free-energy cost of open form: 0.0565 eV
Diffusion time R^2/D: 2500.0 ns
Switching number x: 50.000; product f*x: 5.000
Gate-relaxation depth: 1.000 nm
Rate ratio k/k_D, formula: 0.85000
Rate ratio k/k_D, numerical: 0.85000
Gain over the open-fraction estimate: 8.500 times
Later capture from closed contact, formula: 0.83333
Later capture from closed contact, numerical: 0.83333
Closed density at contact / bulk total: 0.15000
Ungated k_D: 628.32 nm3/ns = 3.784e+11 1/(M s)
Gated k: 534.07 nm3/ns = 3.216e+11 1/(M s)
Scan a+b=1e+03 1/s: x=0.050, k/k_D=0.1045, depth=1e+03 nm
Scan a+b=1e+05 1/s: x=0.500, k/k_D=0.1429, depth=100 nm
Scan a+b=1e+07 1/s: x=5.000, k/k_D=0.4000, depth=10 nm
Scan a+b=1e+09 1/s: x=50.000, k/k_D=0.8500, depth=1 nm
Scan a+b=1e+11 1/s: x=500.000, k/k_D=0.9824, depth=0.1 nm
For k/k_D=0.5: x=8.0, a+b=2.560e+07 1/s
For k/k_D=0.9: x=80.0, a+b=2.560e+09 1/s
Surface speed at zero drive: 1.0 cm/s (rough)
Reorganization energy: 1.0 eV (rough)
Drive 0.1 eV: speed=6.4 cm/s, k_a/k_D=3.18, k/k_D=0.2312
Drive 0.1 eV: fast-gate ceiling k/k_D=0.2410
Drive 0.4 eV: speed=506.5 cm/s, k_a/k_D=253.24, k/k_D=0.8224
Drive 0.4 eV: fast-gate ceiling k/k_D=0.9620
Solute mass: 100 u; collision speed: 62.81 m/s
Collision speed alone: k/k_D=0.8477
Jump length 0.3 nm alone: k/k_D=0.8088
Drive 0.4 eV, collision and jump: k/k_D=0.7818
Closed-form leak, extra barrier 0.2 eV: k/k_D=0.8259 (no leak 0.8224)
Closed/open D=0.8: k/(4 pi R mean D)=0.8776
Activation energy of D: 0.18 eV (rough)
At 278.15 K: f=0.0867, x=44.88, k/k_D=0.8132
At 323.15 K: f=0.1164, x=56.40, k/k_D=0.8832
Ungated rate on insulating support / isolated sphere: 0.6931
Switching surface test (f=0.3, x=3): sampled flux=0.7479
Same shell: averaged equations=0.7485, always open=1.3333
Largest relative rate error in grid tests: 4.4e-06
```
